# Rotating a nuclear spin: ladder operators, Wigner matrices and their periods: verification in Python

```python
# Result under test: the Wigner matrix d(beta) = exp(-i beta Iy), built from
# ladder operators, has the closed forms coded below for I = 1/2, 1, 3/2,
# and d(beta + 2 pi) = (-1)^(2I) d(beta).
# Symbols: I = spin quantum number, m = eigenvalue of Iz, beta = angle (rad).
# Spin operators are in units of hbar; basis order is m = I, I-1, ..., -I.
from functools import reduce
from itertools import product
from math import comb

import numpy as np
import sympy as sp
from scipy.linalg import expm


def spin_matrices(twice_spin):
    """Exact Ix, Iy, Iz and I+ from the ladder coefficients."""
    spin = sp.Rational(twice_spin, 2)
    size = twice_spin + 1
    m_values = [spin - k for k in range(size)]
    raising = sp.zeros(size, size)
    for col in range(1, size):
        m = m_values[col]
        raising[col - 1, col] = sp.sqrt(spin * (spin + 1) - m * (m + 1))
    lowering = raising.T
    ix = (raising + lowering) / 2
    iy = (raising - lowering) / (2 * sp.I)
    return ix, iy, sp.diag(*m_values), raising


def numeric(matrix):
    return np.array(matrix.tolist(), dtype=object).astype(complex)


def is_zero(matrix):
    return all(sp.simplify(entry) == 0 for entry in matrix)


def closed_form(twice_spin, beta):
    """Matrix elements written out in half-angle functions."""
    c, s, r = np.cos(beta / 2), np.sin(beta / 2), np.sqrt(3)
    if twice_spin == 1:
        return np.array([[c, -s], [s, c]])
    if twice_spin == 2:
        q = np.sin(beta) / np.sqrt(2)
        return np.array([[c*c, -q, s*s],
                         [q, np.cos(beta), -q],
                         [s*s, q, c*c]])
    u, v = c * (3*c*c - 2), s * (3*s*s - 2)
    return np.array([[c**3, -r*c*c*s, r*c*s*s, -s**3],
                     [r*c*c*s, u, v, r*c*s*s],
                     [r*c*s*s, -v, u, -r*c*c*s],
                     [s**3, r*c*s*s, r*c*c*s, c**3]])


def polynomial_form(twice_spin, beta, iy):
    """Exponential reduced to a polynomial in Iy."""
    one = np.eye(twice_spin + 1)
    c, s = np.cos(beta / 2), np.sin(beta / 2)
    if twice_spin == 1:
        return c * one - 2j * s * iy
    if twice_spin == 2:
        return one - 1j*np.sin(beta)*iy - (1 - np.cos(beta)) * iy @ iy
    p1 = (9/4 * one - iy @ iy) / 2
    p3 = (iy @ iy - one / 4) / 2
    return (p1 @ (c * one - 2j * s * iy)
            + p3 @ (np.cos(3*beta/2) * one
                    - 2j/3 * np.sin(3*beta/2) * iy))


def symmetric_states(count):
    """Columns: normalized symmetric states of count spins-1/2."""
    states = np.zeros((2**count, count + 1))
    for index, bits in enumerate(product((0, 1), repeat=count)):
        states[index, sum(bits)] = 1 / np.sqrt(comb(count, sum(bits)))
    return states


def total_operator(single, count):
    """Sum of a one-spin operator over count spins-1/2."""
    total = np.zeros((2**count, 2**count), dtype=complex)
    for site in range(count):
        factors = [np.eye(2)] * count
        factors[site] = single
        total += reduce(np.kron, factors)
    return total


def reference_signal(twice_spin, beta, iy):
    """Mean Kx of a reference spin whose lower state enables rotation."""
    size = twice_spin + 1
    generator = np.kron(np.diag([0, 1]), iy)
    target = np.eye(size)[0]
    start = np.kron(np.ones(2) / np.sqrt(2), target)
    final = expm(-1j * beta * generator) @ start
    kx = np.kron(np.array([[0, 0.5], [0.5, 0]]), np.eye(size))
    return np.vdot(final, kx @ final).real


def show(values, digits=4):
    rounded = np.round(np.real(values), digits) + 0.0
    return " ".join(f"{x:8.{digits}f}" for x in np.atleast_1d(rounded))


half_pauli = [np.array([[0, 1], [1, 0]]) / 2,
              np.array([[0, -1j], [1j, 0]]) / 2,
              np.array([[1, 0], [0, -1]]) / 2]
names = {1: "1/2", 2: "1", 3: "3/2"}
beta_example = np.pi / 3
angles = np.linspace(-2.3, 13.1, 41)
rng = np.random.default_rng(4)
print(f"example angle = {np.degrees(beta_example):.1f} degrees"
      f" = {beta_example:.6f} rad")
print(f"cos(beta/2), sin(beta/2) = "
      f"{show([np.cos(beta_example/2), np.sin(beta_example/2)], 6)}")

for n in (1, 2, 3):
    ix_s, iy_s, iz_s, raising_s = spin_matrices(n)
    size, spin = n + 1, n / 2
    one_s = sp.eye(size)
    # angular-momentum algebra, exactly
    for a, b, c in ((ix_s, iy_s, iz_s), (iy_s, iz_s, ix_s),
                    (iz_s, ix_s, iy_s)):
        assert is_zero(a * b - b * a - sp.I * c)
    casimir = sp.Rational(n, 2) * (sp.Rational(n, 2) + 1)
    assert is_zero(ix_s**2 + iy_s**2 + iz_s**2 - casimir * one_s)
    # polynomial equation obeyed by Iy
    annihilator = one_s
    for k in range(size):
        annihilator = annihilator * (iy_s - iz_s[k, k] * one_s)
    assert is_zero(annihilator)

    ix, iy, iz = map(numeric, (ix_s, iy_s, iz_s))
    m_values = np.diag(iz).real
    assert np.allclose(np.linalg.eigvalsh(iy), m_values[::-1], atol=1e-12)
    # independent construction from several spins-1/2
    states = symmetric_states(n)
    for single, matrix in zip(half_pauli, (ix, iy, iz)):
        projected = states.T @ total_operator(single, n) @ states
        assert np.allclose(projected, matrix, atol=1e-12)

    error = 0.0
    for beta in angles:
        rotation = expm(-1j * beta * iy)
        formula = closed_form(n, beta)
        error = max(error, np.max(abs(rotation - formula)))
        assert np.allclose(polynomial_form(n, beta, iy), rotation,
                           atol=1e-11)
        small = expm(-1j * beta * half_pauli[1])
        built = states.T @ reduce(np.kron, [small] * n) @ states
        assert np.allclose(built, formula, atol=1e-11)
        # reality, orthogonality and reversal of the angle
        assert np.max(abs(rotation.imag)) < 1e-11
        assert np.allclose(rotation.real @ rotation.real.T, np.eye(size),
                           atol=1e-11)
        assert np.allclose(expm(1j * beta * iy), formula.T, atol=1e-11)
        # geometrical action and binomial populations
        turned = rotation @ iz @ rotation.conj().T
        assert np.allclose(turned, np.cos(beta)*iz + np.sin(beta)*ix,
                           atol=1e-11)
        c2, s2 = np.cos(beta/2)**2, np.sin(beta/2)**2
        binomial = [comb(n, k) * c2**(n-k) * s2**k for k in range(size)]
        assert np.allclose(abs(rotation[:, 0])**2, binomial, atol=1e-11)
        # periodicity
        later = expm(-1j * (beta + 2*np.pi) * iy)
        assert np.allclose(later, (-1)**n * rotation, atol=1e-10)
        assert np.allclose(expm(-1j * (beta + 4*np.pi) * iy), rotation,
                           atol=1e-10)
        # sign made observable by a reference spin
        assert np.isclose(reference_signal(n, beta, iy),
                          0.5 * np.cos(beta/2)**n, atol=1e-11)
    assert error < 1e-11

    # a full turn leaves any density matrix of the spin alone unchanged
    raw = rng.normal(size=(size, size)) + 1j*rng.normal(size=(size, size))
    density = raw @ raw.conj().T
    density /= np.trace(density)
    full_turn = expm(-2j * np.pi * iy)
    assert np.allclose(full_turn @ density @ full_turn.conj().T, density,
                       atol=1e-11)
    # first return to the identity on a one-degree grid
    first_return = next(
        degree for degree in range(1, 721)
        if np.allclose(expm(-1j*np.radians(degree)*iy), np.eye(size),
                       rtol=0, atol=1e-9))
    assert first_return == (720 if n % 2 else 360)

    ladder = np.diag(numeric(raising_s), 1)
    example = expm(-1j * beta_example * iy)
    print(f"I={names[n]}: I+ elements from top (hbar): {show(ladder, 6)}")
    print(f"I={names[n]}: d at example angle, rows m'=I to -I:")
    for row in example:
        print("  " + show(row, 6))
    print(f"I={names[n]}: largest closed-form error = {error:.1e}")
    print(f"I={names[n]}: first return = {first_return} degrees")
    print(f"I={names[n]}: d_II at 2pi, 4pi = "
          f"{show([full_turn[0, 0], expm(-4j*np.pi*iy)[0, 0]])}")
    signals = [reference_signal(n, x*np.pi, iy) for x in (0, 2, 4)]
    print(f"I={names[n]}: reference Kx at 0, 2pi, 4pi (hbar) = "
          f"{show(signals)}")
    if n == 3:
        for start in (0, 1):
            state = example[:, start]
            populations = abs(state)**2
            mean_z = np.vdot(state, iz @ state).real
            mean_x = np.vdot(state, ix @ state).real
            label = f"I=3/2, start m={m_values[start]:.1f}"
            print(f"{label}: populations = {show(populations, 6)}")
            print(f"{label}: mean Iz, Ix (hbar) = "
                  f"{show([mean_z, mean_x], 6)}")
            assert np.isclose(populations.sum(), 1, atol=1e-12)

print("all assertions hold")
```

Output:

```
example angle = 60.0 degrees = 1.047198 rad
cos(beta/2), sin(beta/2) = 0.866025 0.500000
I=1/2: I+ elements from top (hbar): 1.000000
I=1/2: d at example angle, rows m'=I to -I:
  0.866025 -0.500000
  0.500000 0.866025
I=1/2: largest closed-form error = 5.4e-16
I=1/2: first return = 720 degrees
I=1/2: d_II at 2pi, 4pi =  -1.0000   1.0000
I=1/2: reference Kx at 0, 2pi, 4pi (hbar) =   0.5000  -0.5000   0.5000
I=1: I+ elements from top (hbar): 1.414214 1.414214
I=1: d at example angle, rows m'=I to -I:
  0.750000 -0.612372 0.250000
  0.612372 0.500000 -0.612372
  0.250000 0.612372 0.750000
I=1: largest closed-form error = 2.1e-15
I=1: first return = 360 degrees
I=1: d_II at 2pi, 4pi =   1.0000   1.0000
I=1: reference Kx at 0, 2pi, 4pi (hbar) =   0.5000   0.5000   0.5000
I=3/2: I+ elements from top (hbar): 1.732051 2.000000 1.732051
I=3/2: d at example angle, rows m'=I to -I:
  0.649519 -0.649519 0.375000 -0.125000
  0.649519 0.216506 -0.625000 0.375000
  0.375000 0.625000 0.216506 -0.649519
  0.125000 0.375000 0.649519 0.649519
I=3/2: largest closed-form error = 2.3e-15
I=3/2: first return = 720 degrees
I=3/2: d_II at 2pi, 4pi =  -1.0000   1.0000
I=3/2: reference Kx at 0, 2pi, 4pi (hbar) =   0.5000  -0.5000   0.5000
I=3/2, start m=1.5: populations = 0.421875 0.421875 0.140625 0.015625
I=3/2, start m=1.5: mean Iz, Ix (hbar) = 0.750000 1.299038
I=3/2, start m=0.5: populations = 0.421875 0.046875 0.390625 0.140625
I=3/2, start m=0.5: mean Iz, Ix (hbar) = 0.250000 0.433013
all assertions hold
```
